# Normalizing Continuum Dirac Functions and Extracting Phase Shifts at Finite Radius: a program that tests the result

```python
"""Normalization and phase shifts of continuum radial Dirac functions at finite radius.

Result under test (Hartree atomic units, E without rest energy):
  P' = -kappa P/r + B Q,  Q' = kappa Q/r - A P,  A = (E-V)/c,  B = A + 2c.
  A solution u of arbitrary scale is N (cos(delta) R + sin(delta) I) in a Coulomb tail,
  R, I = energy-normalized regular and irregular Dirac-Coulomb functions;
  N and delta follow from Wronskians at one radius, or from an iterated WKB
  amplitude zeta = sqrt(g) whose remainder eps gives a strict error bound.
Model: V = -[Z_ION + strength (Z_NUC - Z_ION) exp(-MU r)]/r.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure
from scipy.integrate import solve_ivp, simpson, quad

mp.mp.dps = 30
C = 1.0 / fine_structure
Z_NUC, Z_ION, MU = 50.0, 1.0, 3.0
ENERGY = 2.0
R_START, R_EARLY, R_MID, R_FAR = 1e-6, 3.0, 10.0, 20.0


def wrap(angle):
    """Angle reduced to the interval [-pi, pi)."""
    return (angle + np.pi) % (2 * np.pi) - np.pi


# ---------- second-order equation for f = P/sqrt(B), any potential ----------
r_s, E_s, k_s = sp.symbols("r E kappa")


def wave_number_squared(A, B):
    dB, ddB = sp.diff(B, r_s), sp.diff(B, r_s, 2)
    return (A * B - k_s * (k_s + 1) / r_s**2 - k_s * dB / (r_s * B)
            + ddB / (2 * B) - sp.Rational(3, 4) * (dB / B) ** 2)


A_any, B_any, f_any = [sp.Function(n)(r_s) for n in ("A", "B", "f")]
P_any = sp.sqrt(B_any) * f_any
Q_any = (sp.diff(P_any, r_s) + k_s * P_any / r_s) / B_any
residual = sp.diff(Q_any, r_s) - k_s * Q_any / r_s + A_any * P_any
residual = residual.subs(sp.diff(f_any, r_s, 2),
                         -wave_number_squared(A_any, B_any) * f_any)
assert sp.simplify(sp.expand(residual * sp.sqrt(B_any))) == 0

# ---------- WKB iteration in a Coulomb tail ----------
A_tail = (E_s + Z_ION / r_s) / C
w_tail = wave_number_squared(A_tail, A_tail + 2 * C)
w_derivatives = sp.lambdify((r_s, E_s, k_s),
                            [sp.diff(w_tail, r_s, n) for n in range(5)],
                            "numpy", cse=True)
ws = sp.symbols("w0:5")


def total_derivative(g):
    return sum(sp.diff(g, ws[n]) * ws[n + 1] for n in range(4))


def curvature_term(g):
    dg = total_derivative(g)
    return sp.Rational(5, 16) * (dg / g) ** 2 - total_derivative(dg) / (4 * g)


g0 = ws[0]
eps0 = curvature_term(g0)
g1 = g0 + eps0
eps1 = curvature_term(g1) - eps0
wkb_terms = [sp.lambdify(ws, [g, total_derivative(g), eps], "numpy", cse=True)
             for g, eps in ((g0, eps0), (g1, eps1))]


def wkb_data(r, energy, kappa, order):
    """Return g = zeta^2, dg/dr and the remainder eps."""
    return wkb_terms[order](*w_derivatives(r, energy, float(kappa)))


def wkb_match(P, Q, r, energy, kappa, order):
    """Amplitude and phase (modulo 2 pi) of f = P/sqrt(B) at radius r."""
    B = (energy + Z_ION / r + 2 * C**2) / C
    dB = -Z_ION / (C * r**2)
    f = P / np.sqrt(B)
    df = (-kappa * P / r + B * Q - dB * P / (2 * B)) / np.sqrt(B)
    g, dg, _ = wkb_data(r, energy, kappa, order)
    x = g**0.25 * f
    y = (df + dg * f / (4 * g)) / g**0.25
    return np.hypot(x, y), np.arctan2(x, y)


def wkb_bound(r, energy, kappa, order):
    """Integral of |eps|/zeta from r to infinity."""
    def integrand(s):
        g, _, eps = wkb_data(s, energy, kappa, order)
        return abs(eps) / np.sqrt(g)
    return quad(integrand, r, np.inf, epsabs=1e-13, epsrel=1e-6, limit=200)[0]


# ---------- Dirac-Coulomb functions ----------
def coulomb_outgoing(kappa, energy, charge, r):
    """I + i R for V = -charge/r, energy normalized; returns (P, Q)."""
    c, energy, r = mp.mpf(C), mp.mpf(energy), mp.mpf(r)
    nu = charge / c
    gam = mp.sqrt(kappa**2 - nu**2)
    a_inf, b_inf = energy / c, (energy + 2 * c**2) / c
    p = mp.sqrt(a_inf * b_inf)
    eta = -charge * (energy + c**2) / (c**2 * p)
    root = mp.sqrt(1 + (eta / gam) ** 2)

    def h_plus(order):
        gamma_value = mp.gamma(order + 1 + 1j * eta)
        return (mp.exp(mp.pi * (eta - 1j * order) / 2) * gamma_value
                / abs(gamma_value)
                * mp.whitw(-1j * eta, order + mp.mpf(1) / 2, -2j * p * r))

    upper, lower = h_plus(gam), h_plus(gam - 1)
    if kappa < 0:
        t = kappa - gam
        weight = nu**2 * b_inf + t**2 * a_inf
        s2 = -root * mp.sqrt(p / (mp.pi * c * weight))
        s1 = s2 * weight / (2 * gam * t * p * root)
        return nu * s1 * upper + t * s2 * lower, t * s1 * upper + nu * s2 * lower
    t = kappa + gam
    weight = t**2 * b_inf + nu**2 * a_inf
    s2 = root * mp.sqrt(p / (mp.pi * c * weight))
    s1 = s2 * weight / (2 * gam * t * p * root)
    return t * s1 * upper + nu * s2 * lower, nu * s1 * upper + t * s2 * lower


def momentum(energy):
    return np.sqrt(energy * (energy + 2 * C**2)) / C


def asymptotic_amplitude(energy):
    return np.sqrt((energy + 2 * C**2) / (np.pi * C**2 * momentum(energy)))


# Strong charge and high energy, so that every relativistic term matters.
for kappa in (-1, 1, -2):
    e_t, z_t, r_t = 5000.0, 60, 0.3
    P, Q = coulomb_outgoing(kappa, e_t, z_t, r_t)
    dP = mp.diff(lambda s: coulomb_outgoing(kappa, e_t, z_t, s)[0], r_t)
    dQ = mp.diff(lambda s: coulomb_outgoing(kappa, e_t, z_t, s)[1], r_t)
    A_t = (e_t + z_t / r_t) / C
    assert abs(dP + kappa * P / r_t - (A_t + 2 * C) * Q) < 1e-9 * abs(dP)
    assert abs(dQ - kappa * Q / r_t + A_t * P) < 1e-9 * abs(dQ)
    wronskian = P.imag * Q.real - Q.imag * P.real
    assert abs(wronskian * np.pi * C + 1) < 1e-10
    P_far = coulomb_outgoing(kappa, e_t, z_t, 1e5)[0]
    assert abs(abs(P_far) / asymptotic_amplitude(e_t) - 1) < 1e-6


def wronskian_match(P, Q, r, energy, kappa):
    """Scale N and phase shift (modulo 2 pi) from Coulomb Wronskians."""
    P_out, Q_out = [complex(v) for v in coulomb_outgoing(kappa, energy, Z_ION, r)]
    with_regular = P * Q_out.imag - Q * P_out.imag
    with_irregular = P * Q_out.real - Q * P_out.real
    return (np.pi * C * np.hypot(with_regular, with_irregular),
            np.arctan2(with_regular, -with_irregular))


# ---------- outward integration, vectorized over energy or strength ----------
def integrate_dirac(kappa, energy, strength, grid, rtol=1e-12):
    energy, strength = np.broadcast_arrays(np.atleast_1d(energy).astype(float),
                                           np.atleast_1d(strength).astype(float))
    m = energy.size
    extra = strength * (Z_NUC - Z_ION)
    nu = (Z_ION + extra) / C
    gam = np.sqrt(kappa**2 - nu**2)
    ratio = nu / (kappa - gam) if kappa < 0 else (kappa + gam) / nu

    def rhs(r, y):
        P, Q = y[:m], y[m:]
        kinetic = energy + (Z_ION + extra * np.exp(-MU * r)) / r
        return np.concatenate([-kappa / r * P + (kinetic + 2 * C**2) / C * Q,
                               kappa / r * Q - kinetic / C * P])

    sol = solve_ivp(rhs, (grid[0], grid[-1]), np.concatenate([np.ones(m), ratio]),
                    method="DOP853", t_eval=grid, rtol=rtol, atol=1e-14)
    assert sol.success
    return sol.y[:m], sol.y[m:]


def absolute_phase(P, index, theta):
    """Phase continued from the origin by counting the nodes of P."""
    negative = np.signbit(P[:index + 1])
    return np.pi * np.count_nonzero(negative[1:] != negative[:-1]) + theta % np.pi


# ---------- energy normalization from its definition: a wave packet ----------
E_MID, E_WIDTH = 5000.0, 400.0
energies = np.linspace(E_MID - 6 * E_WIDTH, E_MID + 6 * E_WIDTH, 121)
dE = energies[1] - energies[0]
packet_r = np.linspace(R_START, 2.0, 4001)
P, Q = integrate_dirac(-1, energies, 1.0, np.append(packet_r, R_MID), rtol=1e-10)
amplitude, _ = wkb_match(P[:, -1], Q[:, -1], R_MID, energies, -1, 1)
profile = np.exp(-((energies - E_MID) / E_WIDTH) ** 2 / 2)
coefficient = profile * dE / (amplitude * np.sqrt(np.pi * C))
packet_density = (coefficient @ P[:, :-1]) ** 2 + (coefficient @ Q[:, :-1]) ** 2
packet_ratio = simpson(packet_density, x=packet_r) / (np.sum(profile**2) * dE)
assert abs(packet_ratio - 1) < 1e-4

# ---------- worked example ----------
grid = np.concatenate([np.geomspace(R_START, R_EARLY, 2401),
                       np.geomspace(R_EARLY, R_MID, 401)[1:],
                       np.geomspace(R_MID, R_FAR, 201)[1:]])
i_early, i_mid, i_far = 2400, 2800, 3000
log_r = np.log(grid)
delta_V = -(Z_NUC - Z_ION) * np.exp(-MU * grid) / grid
nodes, weights = np.polynomial.legendre.leggauss(160)
strengths, weights = (nodes + 1) / 2, weights / 2

p = momentum(ENERGY)
print(f"speed of light c = {C:.6f} a.u.")
print(f"nuclear charge {Z_NUC:.0f}, ionic charge {Z_ION:.0f}, "
      f"screening constant {MU:.1f} 1/bohr")
print(f"energy E = {ENERGY:.3f} hartree, momentum p = {p:.8f} 1/bohr")
print(f"Coulomb parameter eta = {-Z_ION*(ENERGY+C**2)/(C**2*p):.8f}")
print(f"asymptotic amplitude of P = {asymptotic_amplitude(ENERGY):.8f} "
      "hartree^-1/2 bohr^-1/2")
print(f"packet: centre {E_MID:.0f} hartree, width {E_WIDTH:.0f} hartree, "
      f"norm ratio = {packet_ratio:.8f}")
print(f"packet: relativistic/nonrelativistic squared amplitude at centre = "
      f"{asymptotic_amplitude(E_MID)**2*np.pi*np.sqrt(2*E_MID)/2:.5f}")

shifts = {}
for kappa in (-1, 1, -2):
    P, Q = [v[0] for v in integrate_dirac(kappa, ENERGY, 1.0, grid)]
    P_ref, Q_ref = [v[0] for v in integrate_dirac(kappa, ENERGY, 0.0, grid)]
    scale, shift_mod = wronskian_match(P[i_far], Q[i_far], R_FAR, ENERGY, kappa)
    scale_ref, shift_ref = wronskian_match(P_ref[i_far], Q_ref[i_far],
                                           R_FAR, ENERGY, kappa)
    assert abs(shift_ref) < 1e-8  # the integrated Coulomb run is the regular function

    def wkb_shift(index, order):
        r = grid[index]
        amp, th = wkb_match(P[index], Q[index], r, ENERGY, kappa, order)
        _, th_ref = wkb_match(P_ref[index], Q_ref[index], r, ENERGY, kappa, order)
        value = absolute_phase(P, index, th) - absolute_phase(P_ref, index, th_ref)
        return amp, th, th_ref, value

    rough = wkb_shift(i_far, 1)[3]
    shift = rough + wrap(shift_mod - rough)
    shifts[kappa] = shift
    print(f"kappa = {kappa}: phase shift = {shift:.8f} rad, "
          f"modulo pi = {shift % np.pi:.8f} rad")

    scale_mid, shift_mid = wronskian_match(P[i_mid], Q[i_mid], R_MID, ENERGY, kappa)
    change = wrap(shift_mid - shift)
    assert abs(change) < 1e-8 and abs(scale_mid / scale - 1) < 1e-8
    P_lo, Q_lo = [v[0] for v in integrate_dirac(kappa, ENERGY, 1.0, grid, rtol=1e-9)]
    loose = wrap(wronskian_match(P_lo[i_far], Q_lo[i_far], R_FAR, ENERGY, kappa)[1]
                 - shift)
    assert abs(loose) < 1e-5
    print(f"  Wronskian shift, 10 minus 20 bohr: {change:.1e} rad; "
          f"rtol 1e-9 minus 1e-12: {loose:.1e} rad")

    # WKB against the Coulomb functions, with the strict bound
    for index in (i_mid, i_far):
        for order in (0, 1):
            amp, th, th_ref, value = wkb_shift(index, order)
            error_shift = shift - value
            error_log = np.log(scale / np.sqrt(np.pi * C) / amp)
            bound = wkb_bound(grid[index], ENERGY, kappa, order)
            # 1e-9 allows for the error of the numerical integration
            assert abs(error_shift) <= bound + 1e-9
            assert abs(error_log) <= bound / 2 + 1e-9
            print(f"  WKB order {order}, R = {grid[index]:.0f} bohr: shift error "
                  f"{error_shift:.2e} rad, ln C error {error_log:.2e}, K = {bound:.2e}")
            if order == 0 and index == i_far:
                g, _, eps = wkb_data(grid[index], ENERGY, kappa, 0)
                size = eps / (4 * g)
                guess_log = -size * np.cos(2 * th)
                guess_shift = size * (np.sin(2 * th) - np.sin(2 * th_ref))
                # next order is smaller by about 3/(2 zeta R), some four per cent
                assert abs(error_log - guess_log) < 0.15 * abs(size)
                assert abs(error_shift - guess_shift) < 0.15 * abs(size)
                print(f"    signed estimates: shift {guess_shift:.2e} rad, "
                      f"ln C {guess_log:.2e}")

    # integral identity for sin(delta)
    P, Q, P_ref, Q_ref = P / scale, Q / scale, P_ref / scale_ref, Q_ref / scale_ref
    sine = -np.pi * simpson(delta_V * (P_ref * P + Q_ref * Q) * grid, x=log_r)
    assert abs(sine - np.sin(shift)) < 1e-7
    print(f"  sin(shift): matching {np.sin(shift):.8f}, integral {sine:.8f}")

    # absolute phase by switching on the short-range potential
    P_all, Q_all = integrate_dirac(kappa, ENERGY, strengths, grid, rtol=1e-10)
    amp_all, _ = wkb_match(P_all[:, -1], Q_all[:, -1], R_FAR, ENERGY, kappa, 1)
    density = (P_all**2 + Q_all**2) / (np.pi * C * amp_all[:, None] ** 2)
    slopes = -np.pi * simpson(delta_V * density * grid, x=log_r, axis=1)
    switched = weights @ slopes
    assert abs(switched - shift) < 1e-5
    print(f"  shift from coupling integral = {switched:.8f} rad")

    # error of matching too early
    early = wronskian_match(P[i_early], Q[i_early], R_EARLY, ENERGY, kappa)[1]
    missed = wrap(shift - early)
    tail = slice(i_early, None)
    predicted = -np.pi * simpson((delta_V * (P**2 + Q**2) * grid)[tail], x=log_r[tail])
    assert abs(missed - predicted) < 0.02 * abs(missed)
    print(f"  matching at {R_EARLY:.0f} bohr misses {missed:.5e} rad, "
          f"tail integral {predicted:.5e} rad")
    if kappa == -1:
        print(f"  normalized at 10 bohr: P = {P[i_mid]:.8f}, Q = {Q[i_mid]:.8e} "
              "hartree^-1/2 bohr^-1/2")

print(f"p-wave splitting, kappa 1 minus kappa -2 = {shifts[1]-shifts[-2]:.8f} rad "
      f"= {np.degrees(shifts[1]-shifts[-2]):.5f} degrees")
print("ALL CHECKS PASSED")
```

Output:

```
speed of light c = 137.035999 a.u.
nuclear charge 50, ionic charge 1, screening constant 3.0 1/bohr
energy E = 2.000 hartree, momentum p = 2.00005325 1/bohr
Coulomb parameter eta = -0.50003994
asymptotic amplitude of P = 0.56419709 hartree^-1/2 bohr^-1/2
packet: centre 5000 hartree, width 400 hartree, norm ratio = 1.00000065
packet: relativistic/nonrelativistic squared amplitude at centre = 1.06449
kappa = -1: phase shift = 10.34813500 rad, modulo pi = 0.92335704 rad
  Wronskian shift, 10 minus 20 bohr: 1.3e-12 rad; rtol 1e-9 minus 1e-12: -3.0e-09 rad
  WKB order 0, R = 10 bohr: shift error -1.06e-05 rad, ln C error -5.53e-06, K = 5.83e-04
  WKB order 1, R = 10 bohr: shift error 7.44e-08 rad, ln C error 3.22e-08, K = 1.93e-06
  WKB order 0, R = 20 bohr: shift error 1.71e-06 rad, ln C error 5.33e-07, K = 1.51e-04
    signed estimates: shift 1.63e-06 rad, ln C 5.97e-07
  WKB order 1, R = 20 bohr: shift error -3.09e-09 rad, ln C error -8.57e-10, K = 1.33e-07
  sin(shift): matching -0.79763089, integral -0.79763090
  shift from coupling integral = 10.34813498 rad
  matching at 3 bohr misses 2.00712e-04 rad, tail integral 2.00686e-04 rad
  normalized at 10 bohr: P = 0.47722793, Q = 1.98091896e-03 hartree^-1/2 bohr^-1/2
kappa = 1: phase shift = 8.64123108 rad, modulo pi = 2.35804577 rad
  Wronskian shift, 10 minus 20 bohr: 1.5e-12 rad; rtol 1e-9 minus 1e-12: -2.9e-09 rad
  WKB order 0, R = 10 bohr: shift error -1.47e-06 rad, ln C error 6.08e-06, K = 4.70e-04
  WKB order 1, R = 10 bohr: shift error 4.88e-09 rad, ln C error -2.95e-08, K = 1.18e-06
  WKB order 0, R = 20 bohr: shift error -1.50e-07 rad, ln C error -1.17e-06, K = 1.36e-04
    signed estimates: shift -7.54e-08 rad, ln C -1.14e-06
  WKB order 1, R = 20 bohr: shift error 3.03e-10 rad, ln C error 1.85e-09, K = 1.07e-07
  sin(shift): matching 0.70579652, integral 0.70579652
  shift from coupling integral = 8.64123108 rad
  matching at 3 bohr misses 3.57379e-04 rad, tail integral 3.57305e-04 rad
kappa = -2: phase shift = 8.53879912 rad, modulo pi = 2.25561381 rad
  Wronskian shift, 10 minus 20 bohr: 1.4e-12 rad; rtol 1e-9 minus 1e-12: -2.9e-09 rad
  WKB order 0, R = 10 bohr: shift error -7.60e-08 rad, ln C error 7.49e-06, K = 4.70e-04
  WKB order 1, R = 10 bohr: shift error -1.86e-09 rad, ln C error -3.59e-08, K = 1.18e-06
  WKB order 0, R = 20 bohr: shift error -4.11e-07 rad, ln C error -1.36e-06, K = 1.36e-04
    signed estimates: shift -3.30e-07 rad, ln C -1.33e-06
  WKB order 1, R = 20 bohr: shift error 7.11e-10 rad, ln C error 2.12e-09, K = 1.07e-07
  sin(shift): matching 0.77453451, integral 0.77453451
  shift from coupling integral = 8.53879911 rad
  matching at 3 bohr misses 3.89560e-04 rad, tail integral 3.89481e-04 rad
p-wave splitting, kappa 1 minus kappa -2 = 0.10243196 rad = 5.86892 degrees
ALL CHECKS PASSED
```
